# Why Narrow-Band Linewidth Fits Cannot Separate Gilbert, Inhomogeneous and Two-Magnon Damping

## A good fit with the wrong damping

Take a magnetic film whose Gilbert damping is $\alpha=2.0\times10^{-4}$. Its ferromagnetic-resonance linewidth is measured at 37 frequencies between 8 and 12 GHz with a noise of 0.01 mT. Part of the width comes from two-magnon scattering, but the data look straight, so a straight line is fitted. Even for noise-free data the slope then gives $\alpha=3.28\times10^{-4}$, which is 64% too high. The fitted line departs from the true curve by at most 0.0017 mT, far below the noise, so nothing in the fit reveals the error.

Adding the missing term does not cure this. One simulated noisy data set, fitted with all three terms, gives $\alpha=7.3\times10^{-4}$ and a negative two-magnon strength. The cause is the frequency window, and three data points are enough to show it.

## Three frequencies by hand

Let $y(f)$ be the full width at half maximum in field, at fixed frequency $f$. The model is

$$y(f)=\Delta H_0+s\alpha f+\Gamma\varphi(f),\qquad s=4\pi/\gamma .$$

Here $\Delta H_0$ is the inhomogeneous width, $\Gamma$ the two-magnon strength, and $\varphi$ a known curved function derived below. Magnetic fields are quoted as $\mu_0H$ in tesla or millitesla.

Measure at $f_c-h$, $f_c$ and $f_c+h$, and call the results $y_-,y_0,y_+$. The combination $y_+-2y_0+y_-$ removes any constant and any straight line. To leading order in $h$, what remains is

$$y_+-2y_0+y_-=\Gamma\varphi''h^2 .$$

All information on $\Gamma$ is therefore in the curvature. With independent errors $\sigma$, the left side has variance $(1+4+1)\sigma^2$, so

$$\sigma_\Gamma=\frac{\sqrt6\,\sigma}{|\varphi''|h^2}.$$

For the film treated below, $\varphi''=-0.00399$ rad/GHz² at 10 GHz. With $h=2$ GHz and $\Gamma=0.30$ mT, the signal is $0.30\times0.00399\times4=0.0048$ mT. The noise of the combination is $\sqrt6\times0.01=0.024$ mT. Hence $\sigma_\Gamma\approx1.5$ mT, five times $\Gamma$ itself.

The slope is well measured, but it fixes a sum:

$$\frac{y_+-y_-}{2h}=s\alpha+\Gamma\varphi' .$$

An error in $\Gamma$ is passed on to $\alpha$, and likewise to $\Delta H_0$.

The profile likelihood follows from the same three points. Hold $\Gamma$ at a trial value and refit the constant and slope. They can remove every part of the residual except its component along the unit vector $(1,-2,1)/\sqrt6$. The remaining misfit is

$$\chi^2_{\rm prof}(\Gamma)=\frac{(y_+-2y_0+y_--\Gamma\varphi''h^2)^2}{6\sigma^2}.$$

This is a parabola in $\Gamma$, and it flattens as $h^4$ when the window shrinks.

## The Gilbert and inhomogeneous terms

Let the film be magnetized in its plane, with magnetization $M$ (as $\mu_0M_s$), resonance field $H$ and no anisotropy. Let $y_m$ and $z_m$ be the small in-plane and out-of-plane components of the magnetization direction. Their stiffnesses are $Y=H$ and $X=H+M$, since tilting out of the plane creates a demagnetizing field. Linearized precession with Gilbert damping reads

$$\dot y_m=\gamma Xz_m+\alpha\dot z_m,\qquad \dot z_m=-\gamma Yy_m-\alpha\dot y_m .$$

For motion as $e^{\lambda t}$, eliminating $y_m$ and $z_m$ gives

$$(1+\alpha^2)\lambda^2+\alpha\gamma(X+Y)\lambda+\gamma^2XY=0 .$$

For $\alpha\ll1$ the roots are $\lambda\approx\pm i\omega-\alpha\gamma(X+Y)/2$, with $\omega=\gamma\sqrt{XY}$. The full frequency width is twice the amplitude decay rate, $\Delta\omega=\alpha\gamma(X+Y)$. To convert it to a field width, differentiate $\omega^2=\gamma^2H(H+M)$:

$$\omega'\equiv\frac{d\omega}{dH}=\frac{\gamma^2(2H+M)}{2\omega},\qquad \frac{\Delta\omega}{\omega'}=\frac{2\alpha\omega}{\gamma}=s\alpha f ,$$

because $X+Y=2H+M$.

If distant regions of the film resonate at slightly different fields, their lines overlap. For a Lorentzian spread of fields, convolution with a Lorentzian line adds the widths. A spread independent of frequency then contributes the constant $\Delta H_0$; this is a modelling assumption.

## The two-magnon term

Defects scatter the uniform precession into spin waves of the same frequency. Consider a wave with wavenumber $k$ at angle $\theta$ to the magnetization, uniform through the thickness $d$. Its out-of-plane component puts opposite charges on the two surfaces, whose fields decay as $e^{-k|z|}$. Averaged over the thickness, the demagnetizing factor is $(1-e^{-kd})/(kd)\approx1-kd/2$. The factors along the normal and along $\mathbf k$ add to one, so the factor along $\mathbf k$ is $kd/2$. The in-plane component has projection $\sin\theta$ on $\mathbf k$. With exchange stiffness $Dk^2$,

$$X_k=H+M\left(1-\tfrac{kd}{2}\right)+Dk^2,\qquad Y_k=H+M\tfrac{kd}{2}\sin^2\theta+Dk^2 .$$

Multiply these, keeping the leading dipolar and leading exchange terms:

$$\frac{\omega_k^2}{\gamma^2}=XY-Ak+bk^2,$$
$$A=\tfrac{Md}{2}\left[H-(H+M)\sin^2\theta\right],\qquad b=(2H+M)D .$$

A wave degenerate with the uniform mode needs $k_*=A/b>0$. This requires $\sin^2\theta<H/(H+M)$, so the allowed directions end at the critical angle $\varphi$ with

$$\sin^2\varphi=\frac{H}{H+M}\quad\Rightarrow\quad\varphi=\arctan\sqrt{H/M}.$$

Since $k_*d<Md^2/(4D)$, the expansion needs $Md^2/(4D)\ll1$.

Let the defects be random fields along the magnetization with a correlation length much shorter than the magnon wavelength, and let $W$ be the area integral of their correlation function. A field $h_k$ couples the modes with strength $\omega'h_k$, since the long waves precess on nearly the same ellipse as the uniform mode. For weak scattering, the golden rule gives the population decay rate, which equals the full frequency width:

$$\Delta\omega=2\pi\,\omega'^2W\int\frac{d^2k}{4\pi^2}\,\delta(\omega_k-\omega).$$

Now $\delta(\omega_k-\omega)=2\omega\,\delta(\omega_k^2-\omega^2)=(2\omega/\gamma^2)\,\delta(bk^2-Ak)$. For each allowed direction,

$$\int k\,dk\,\delta(bk^2-Ak)=\frac{k_*}{|2bk_*-A|}=\frac{A/b}{A}=\frac1b ,$$

which does not depend on direction. The allowed directions span a total angle $4\varphi$, so

$$\Delta\omega=\frac{\omega'^2W}{2\pi}\,\frac{2\omega}{\gamma^2}\,\frac{4\varphi}{(2H+M)D}=\omega'\,\frac{2W}{\pi D}\,\varphi .$$

The last step uses $2\omega/[\gamma^2(2H+M)]=1/\omega'$. Dividing by $\omega'$ gives the field width $\Gamma\varphi$ with $\Gamma=2W/(\pi D)$. The constancy of $\Gamma$ belongs to this defect model; another kind of defect can make it depend on frequency.

## How curved is the two-magnon term?

Put $p=\gamma M/(4\pi)$ and $R=\sqrt{f^2+p^2}$, both frequencies. Solving $H(H+M)=(\omega/\gamma)^2$ gives $H=(2\pi/\gamma)(R-p)$, hence $\tan^2\varphi=(R-p)/(2p)$ and $1+\tan^2\varphi=(R+p)/(2p)$. Differentiating the first relation with respect to $R$,

$$2\tan\varphi\,\frac{R+p}{2p}\,\frac{d\varphi}{dR}=\frac1{2p}\quad\Rightarrow\quad \frac{d\varphi}{dR}=\frac{\sqrt{2p}}{2(R+p)\sqrt{R-p}} .$$

Multiply by $dR/df=f/R$ and use $f=\sqrt{(R-p)(R+p)}$:

$$\varphi'=\frac{\sqrt{p/2}}{R\sqrt{R+p}} .$$

The logarithmic derivative of this gives

$$\varphi''=-\varphi'\,\frac fR\left[\frac1R+\frac1{2(R+p)}\right].$$

For $f\ll p$, $\varphi''\to-5f/(8p^3)$. For $f\gg p$, $\varphi''\to-\tfrac32\sqrt{p/2}\,f^{-5/2}$. The curvature vanishes in both limits, so a narrow window far from $f\sim p$ is especially uninformative.

## The joint fit and its profiles

With $M$ known from the resonance fields, the model is linear. Give the design matrix the columns $1$, $sf$ and $\varphi(f)$, and let $\theta_j$ be the coefficients. For independent Gaussian noise of known, equal $\sigma$, minus twice the log-likelihood is $\chi^2$ plus a constant. The algorithm is:

1. Fit all three coefficients by least squares, giving $\hat\theta_j$.
2. Fix one coefficient at a trial value, refit the other two, and record the rise $\Delta\chi^2$.
3. Repeat over a range of trial values. The nominal 95% interval is where $\Delta\chi^2<3.84$.
4. If negative coefficients are unphysical, repeat with non-negative least squares in every fit.

Without bounds the profile has a closed form. Split column $j$ into the part that the other columns can reproduce and the remainder $r_j$, orthogonal to them. The best-fit residual $e$ is orthogonal to all columns. If $\theta_j$ is moved by $\delta$, refitting the others leaves $e-\delta r_j$, whose squared length is $\|e\|^2+\delta^2\|r_j\|^2$. Therefore

$$\Delta\chi^2=\frac{(\theta_j-\hat\theta_j)^2}{\sigma_j^2},\qquad \sigma_j=\frac{\sigma}{\|r_j\|}.$$

Since $\hat\theta_j=r_j\cdot y/\|r_j\|^2$, $\sigma_j$ is also the standard error. A coefficient is poorly known when the other columns can imitate its column.

## The narrow-window law

Take $N$ evenly spaced frequencies over a width $B$ centred on $f_c$, and let $x=f-f_c$. Then

$$\varphi\approx\varphi_c+\varphi'x+\tfrac12\varphi''x^2 .$$

The first two terms are absorbed by the other columns. By symmetry $x^2$ is orthogonal to $x$, so $r_\Gamma=\tfrac12\varphi''(x^2-\overline{x^2})$.

Write $x=m\,B/(N-1)$, where $m$ runs in unit steps symmetrically about zero. The standard sums are

$$\sum m^2=\frac{N(N^2-1)}{12},\qquad \sum m^4=\frac{N(N^2-1)(3N^2-7)}{240},$$

so that

$$\sum m^4-\frac{(\sum m^2)^2}{N}=\frac{N(N^2-1)(N^2-4)}{180}.$$

The narrow-window error is therefore

$$\boxed{\;\sigma_\Gamma\simeq\frac{2\sigma}{|\varphi''|\sqrt S},\qquad S=\frac{B^4N(N^2-1)(N^2-4)}{180(N-1)^4}\;}$$

For $N=3$ and $B=2h$, $S=2h^4/3$ and the hand result returns. At fixed $N$ and $\sigma$, halving the window makes the error four times larger.

The other errors follow from asking which changes leave the constant and linear parts of the curve unaltered:

$$\delta\Delta H_0=-(\varphi_c-f_c\varphi')\,\delta\Gamma,\qquad \delta\alpha=-\frac{\varphi'}{s}\,\delta\Gamma .$$

This is a ridge in coefficient space along which the fit hardly changes. Because $\varphi''\ne0$, the coefficients are still identifiable in principle. In practice $\Gamma$ is lost when $\sigma_\Gamma$ exceeds $\Gamma$. The error passed on to $\alpha$ is about $(\varphi'/s)\,\sigma_\Gamma$, which is modest where $\varphi'$ is small: with the parameters of the next section, 37 points over 20–40 GHz give $\sigma_\Gamma=0.31$ mT, larger than $\Gamma$, but an error of only $0.29\times10^{-4}$, or 15%, in $\alpha$.

## A 20 nm garnet film

The example takes rough typical magnetic parameters of yttrium iron garnet: $M=0.175$ T and $D=53$ T nm². The linewidth coefficients are chosen: $\Delta H_0=0.15$ mT, $\alpha=2.0\times10^{-4}$, $\Gamma=0.30$ mT. At 10 GHz the three contributions are 0.15, 0.14 and 0.27 mT. Two windows, 4–40 GHz and 8–12 GHz, are compared with the same 37 points and the same 0.01 mT noise.

For the narrow window $S=58.5$ GHz⁴, so the law gives

$$\sigma_\Gamma=\frac{2\times0.01}{0.003988\times\sqrt{58.5}}=0.656\ \text{mT}.$$

The full covariance gives 0.641 mT. The wide window gives 0.026 mT. In the narrow window the errors of $\Delta H_0$ and $\alpha$ are 0.38 mT and $2.7\times10^{-4}$, also larger than the coefficients themselves. All pairwise correlations exceed 0.99 in magnitude.

The ridge explains the false straight-line fit. With $\varphi'=0.0301$ rad/GHz and $10^{-4}s=0.007145$ mT/GHz, $\alpha$ rises by $4.2\times10^{-4}$ per mT removed from $\Gamma$. Removing all 0.30 mT raises it by about $1.3\times10^{-4}$, as found. The cost is $\Delta\chi^2=(0.30/0.641)^2=0.22$, against 130 in the wide window. The noisy fit in the opening had $\Gamma=-0.96$ mT: a draw about two standard errors from the truth, displaced along the same ridge.

Bounds change the picture without adding curvature information. For noise-free data, the narrow-window 95% intervals with non-negative coefficients are

- $\Delta H_0$: 0 to 0.36 mT;
- $\alpha$: $0.4\times10^{-4}$ to $3.6\times10^{-4}$;
- $\Gamma$: 0 to 0.60 mT (0 to 6.0 Oe).

The upper end for $\Gamma$ comes from the bound on $\Delta H_0$. Along the ridge $\Delta H_0$ falls by 0.59 mT per mT of $\Gamma$, so it reaches zero at $\Gamma=0.30+0.15/0.59\approx0.55$ mT. Beyond that the bounded profile climbs steeply. At 0.75 mT, where the bound also holds $\alpha$ at zero, it is about 4600, while the free profile is still 0.49. A finite interval is thus no proof that the data measured $\Gamma$; comparing the two profiles shows where the limit comes from.

The threshold 3.84 is nominal once bounds matter. In simulated repeats the free narrow-window interval contained the true $\Gamma$ in 94.5% of cases, and the bounded one in 100% to the printed precision. The likely reason is that the large excursions of $\Gamma$ needed to exclude the truth are forbidden by the bounds.

## What restores the separation

Within the model, widening the window is an effective remedy: about a fixed centre the error falls roughly as $1/B^2$. The direction matters. The curvature grows towards low frequency, down to its peak near 1.7 GHz; with 37 points, 2–12 GHz gives $\sigma_\Gamma=0.040$ mT while 8–40 GHz gives only 0.053 mT. For $\alpha$ the order is reversed: its error is $0.32\times10^{-4}$ for 2–12 GHz and $0.084\times10^{-4}$ for 8–40 GHz. With 37 evenly spaced points and the same noise, a window centred on 10 GHz must be 9.6 GHz wide for $\Gamma=3\sigma_\Gamma$; the narrow-window law gives 10.2 GHz. Keeping 8–12 GHz instead takes $(3\times0.641/0.30)^2\approx41$ scans' worth of independent data. Placing the points where they measure curvature best helps: with 9 at each end and 19 at the centre these figures become 7.8 GHz and about 16 scans, but three distinct frequencies leave no check on the shape of the curve.

Independent knowledge of $\alpha$ also works. If $\alpha$ were known without error, $\sigma_\Gamma$ would fall by $\sqrt{1-\rho^2}$, where $\rho=-0.9975$ is the correlation of $\alpha$ and $\Gamma$. This gives $0.641\times0.071\approx0.045$ mT. Magnetizing the film along its normal can supply such a value. Both precessing components then lie in the plane, so the dipolar term $kd/2$ and exchange can only raise the spin-wave frequency. In this thin-film model the uniform mode has no degenerate partners, and the sharp two-magnon term vanishes. With Gilbert-damped spin waves and the same $W$, a residue of about 0.003 mT remains at 10 GHz; it raises the fitted $\alpha$ by $0.03$ to $0.04\times10^{-4}$ and shifts the resulting $\Gamma$ by less than 0.01 mT. The transfer assumes the same $\alpha$ in both geometries, and the measured $\alpha$ has its own error: a perpendicular scan of 37 points with the same noise, fitted with its own constant width, leaves $\sigma_\Gamma=0.064$ mT if it covers 8–12 GHz and 0.046 mT if it covers 4–40 GHz.

## Where a real film departs from the model

One weakness of the wide-window fit is the assumed shape of $\varphi$. Here $Md^2/(4D)=0.33$, which is not very small. The degenerate waves are also damped, whereas the sharp count requires $A^2/(4b)\gg\alpha(\omega/\gamma)(2H+M)$, a dip in the spin-wave spectrum deeper than its damping width. Defect scattering broadens these waves as well; adding it lowers the ratio of the two sides at 10 GHz from about 29 to about 10. At 2 GHz the two ratios are about 13 and 3, so the condition is poorly met at the low end of a 2–12 GHz window. With the finite thickness, elliptical precession, defects of 20 nm Gaussian correlation length and Gilbert damping of the degenerate waves included, and the scattering rate evaluated at the resonance frequency, $\varphi$ at 40 GHz falls from 1.22 to 1.07 rad.

Fitting such data with the ideal $\varphi$ shifts $\alpha$ by $-0.14\times10^{-4}$, or 7%. That is 2.6 times the wide-window standard error, yet the misfit adds only 0.008 to $\chi^2$. The change of shape is almost a combination of the three columns, so a good fit cannot expose it. The size of the shift depends on the treatment: taking the full width of the line itself, with the broadening by defects made self-consistent, gives about 1.12 rad at 40 GHz and a shift of about $-0.09\times10^{-4}$, again with a negligible misfit. For accurate work $\varphi$ should be replaced by a width computed from the line shape, and the spread between such estimates counted as a systematic error. The kind of defect matters more for $\Gamma$. If the defects change only the in-plane stiffness $Y$, the coupling is $\omega'X/(X+Y)$ and the width follows $\varphi\,[X/(X+Y)]^2$. With the same 0.27 mT at 10 GHz, the 4–40 GHz fit with the ideal $\varphi$ then returns $\Gamma\approx-0.02$ mT and $\Delta H_0\approx0.43$ mT, with $\alpha$ almost unchanged and a misfit of only 0.4. If they change only $X$, the factor is $[Y/(X+Y)]^2$, and the fit returns $\Gamma\approx0.71$ mT, $\Delta H_0\approx-0.23$ mT and $\alpha$ too high by $0.26\times10^{-4}$, with a misfit of 13. An error of 1% in $M$ matters much less, shifting $\Gamma$ by about 0.001 mT or less.

The constant $\Delta H_0$ is a second weakness. If the 0.15 mT spread is Gaussian rather than Lorentzian, the widths do not add; the 4–40 GHz fit then shifts $\Gamma$ by $-0.076$ mT, about three standard errors, with a misfit of only 0.009 in $\chi^2$. If instead $M$ varies across the film, $H(H+M)=$ const gives a spread of resonance fields $\delta M\,H/(2H+M)=\delta M(1-p/R)/2$, which rises and bends with frequency much as $\varphi$ does. A Lorentzian spread of 0.4% in $M$, with no two-magnon scattering at all, is fitted over 4–40 GHz as $\Gamma=0.32$ mT, with $\alpha$ too low by $0.19\times10^{-4}$ and a misfit of 1.6. A wide in-plane window measures curvature; it does not by itself identify its cause.

The waveguide that detects the precession also damps it. For a film covering a strip of length $l$ and width $w$, with field $1/(2w)$ per unit current, reciprocity gives the induced voltage $Mld\,\dot y_m/2$. If $l$ is short against the guided wavelength, the two matched ends form a load $2Z_0$. Equating the dissipated power to the in-plane Gilbert loss $(M/\mu_0)(\alpha_y/\gamma)\dot y_m^2\,lwd$ gives

$$\alpha_y=\frac{\gamma\mu_0Mld}{8Z_0w}.$$

Damping of the in-plane component alone gives a width $\alpha_y\gamma X$. At a given frequency this equals the width from an ordinary Gilbert damping $\alpha_yX/(X+Y)=\alpha_y(1+p/R)/2$. For $l=5$ mm, $w=0.1$ mm and $Z_0=50$ Ω this is about $0.6\times10^{-4}$ at 10 GHz, 30% of the chosen $\alpha$. The extra field width is $s\alpha_yf(1+p/R)/2$. For $f\gg p$ this approaches a straight line of slope $s\alpha_y/2$ with a small constant offset, so the slope gains the equivalent of about $0.5\times10^{-4}$ in $\alpha$. These values are the short-strip limit. A 5 mm strip is not short: the wavelength is 30 mm at 10 GHz and 7.5 mm at 40 GHz in vacuum, and less on a substrate. The precession then follows the phase of the travelling wave, the waves radiated backwards partly cancel, and the broadening of the dip $1-S_{21}$ in the transmitted amplitude $S_{21}$ falls towards half the lumped value. For effective permittivities from 1 to 7 it corresponds to $0.5$ to $0.3\times10^{-4}$ at 10 GHz and shifts $\alpha$ in the 4–40 GHz fit by $0.2$ to $0.3\times10^{-4}$, and $\Gamma$ by up to about $-0.02$ mT. A wider window does little to separate this from the film's own damping; varying $l$ or $w$ does. Taking the width of $-\ln|S_{21}|$ instead removes about half the lumped value: it leaves $0.2$ to $0.01\times10^{-4}$ at 10 GHz and a shift of $\alpha$ below $0.07\times10^{-4}$ in size, while the shift of $\Gamma$ remains. The numerical output below lists the profiles and errors for both windows.

## Numbers as computed

```
M 0.175 T; A 3.70 pJ/m; D 53.14 T nm2; d 20 nm; defect size 20 nm
gamma/2pi 27.992 GHz/T; s*1e-4 0.007145 mT/GHz
True H0 (mT), alpha (1e-4), Gamma (mT): 0.15  2  0.3
Noise 0.01 mT; points per window 37; 95% threshold 3.841
At 10 GHz: H 280.3 mT; phi 0.9021 rad; phi' 0.03011 rad/GHz; phi'' -0.003988 rad/GHz2
Width parts at 10 GHz, H0, Gilbert, two-magnon (mT): 0.15  0.1429  0.2706
wide: 4-40 GHz
  standard errors H0 mT, alpha 1e-4, Gamma mT: 0.01996  0.05576  0.02627
  correlations H0-alpha, H0-Gamma, alpha-Gamma: 0.84013 -0.98204 -0.92230
  bounded 95% interval H0 (mT): 0.111 to 0.189
  bounded 95% interval alpha (1e-4): 1.891 to 2.109
  bounded 95% interval Gamma (mT): 0.249 to 0.351
  one noisy draw, unbounded fit (same units): 0.1867  2.087  0.2521
  Gamma coverage: free 0.951, bounded 0.946
  fit without two-magnon, H0 mT, alpha 1e-4: 0.3738  2.587
  its chi2 cost 130.399; largest curve gap 0.06216 mT
narrow: 8-12 GHz
  standard errors H0 mT, alpha 1e-4, Gamma mT: 0.3815  2.743  0.6414
  correlations H0-alpha, H0-Gamma, alpha-Gamma: 0.99426 -0.99933 -0.99750
  bounded 95% interval H0 (mT): 0.000 to 0.355
  bounded 95% interval alpha (1e-4): 0.364 to 3.649
  bounded 95% interval Gamma (mT): 0.000 to 0.597
  one noisy draw, unbounded fit (same units): 0.9029  7.314  -0.9596
  Gamma coverage: free 0.945, bounded 1.000
  fit without two-magnon, H0 mT, alpha 1e-4: 0.3283  3.28
  its chi2 cost 0.219; largest curve gap 0.00172 mT
Gamma (mT): delta chi2 wide free, wide bounded, narrow free, narrow bounded
  0.00: 130.399  130.399  0.219  0.219
  0.15: 32.600  32.600  0.055  0.055
  0.30: 0.000  0.000  0.000  0.000
  0.45: 32.600  32.600  0.055  0.055
  0.60: 130.399  514.411  0.219  4.343
  0.75: 293.398  2725.185  0.492  4622.543
B (GHz): Gamma error exact, narrow law (mT)
  1: 10.4771  10.4914
  2: 2.6085  2.6229
  4: 0.6414  0.6557
  8: 0.1496  0.1639
Ridge dH0/dGamma, dalpha/dGamma (1e-4/mT): fit -0.5945  -4.266 ; law -0.601  -4.214
Window for 3-sigma Gamma: exact 9.58 GHz, law 10.24 GHz
Repeats of narrow scan for 3-sigma Gamma: 41.1
f (GHz): phi ideal, finite film and defects, also damping (rad)
  4: 0.5947 0.5948 0.5892
  10: 0.9021 0.8763 0.8648
  40: 1.2245 1.1618 1.0706
wide bias from these effects, H0 mT, alpha 1e-4, Gamma mT: 0.01083  -0.1442  -0.01312 ; misfit chi2 0.008
wide bias if true M is 1% higher (same units): -0.001504  0.0008934  0.0006205
narrow bias from these effects, H0 mT, alpha 1e-4, Gamma mT: 0.01216  -0.1432  -0.01453 ; misfit chi2 0.000
narrow bias if true M is 1% higher (same units): -0.001451  0.002205  0.0004358
Random field rms implied by Gamma: 4.46 mT
Radiative alpha estimate at 10 GHz: 0.599 (1e-4), strip 5 mm x 0.1 mm, 50 ohm
```
